# The Keldysh equation with its initial-condition term and bound states, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the contour to the initial-condition term

Q: I keep meeting the formula \(G^<=G^R\Sigma^<G^A\). It contains the occupations of the leads and nothing about how the central region was prepared. Where did the preparation go?

A: Let us derive the equation on a finite time interval and see. I need a definite system. A central region C has orbitals with operators \(d_i\) and a one-particle matrix \(h\). The leads have non-interacting modes \(c_k\) with energies \(\epsilon_k\). The coupling \(V\) is switched on at \(t=0\), and after that nothing depends on time:

\[
\hat H=\sum_{ij}h_{ij}d_i^\dagger d_j+\sum_k\epsilon_kc_k^\dagger c_k+\sum_{ik}\left(V_{ik}d_i^\dagger c_k+V_{ik}^*c_k^\dagger d_i\right).
\]

The particles are fermions and \(\hbar=1\). At \(t=0\) the state is a product, \(\hat\rho=\hat\rho_C\otimes\hat\rho_L\), of Gaussian states:

\[
\hat\rho_C\propto e^{-d^\dagger\Lambda d},\qquad \hat\rho_L\propto e^{-\sum_k\lambda_kc_k^\dagger c_k}.
\]

The lead occupations are \(f_k=1/(e^{\lambda_k}+1)\). The preparation of C enters through the matrix \([\rho_0]_{ij}=\langle d_j^\dagger d_i\rangle\) at \(t=0\). Occupations equal to 0 or 1 are limits of these expressions.

Q: And the Green functions?

A: Operators are in the Heisenberg picture, and for \(t,t'\ge0\)

\[
G^<_{ij}(t,t')=i\langle d_j^\dagger(t')d_i(t)\rangle,\qquad G^>_{ij}(t,t')=-i\langle d_i(t)d_j^\dagger(t')\rangle,
\]

\[
G^R=\theta(t-t')(G^>-G^<),\qquad G^A=-\theta(t'-t)(G^>-G^<).
\]

Hence \(G^A(t,t')=[G^R(t',t)]^\dagger\), and the occupation of orbital \(i\) is \(-iG^<_{ii}(t,t)\). All of these are pieces of one function, \(G(z,z')=-i\langle T\,d(z)d^\dagger(z')\rangle\). Its arguments lie on a contour that runs from \(0_+\) forward in time to beyond \(t\) and \(t'\), and then back to \(0_-\). \(T\) puts the operator that is later on the contour to the left, with a minus sign for an exchange. If \(z\) is on the forward branch and \(z'\) on the backward branch, \(G(z,z')=G^<\); in the reverse arrangement it is \(G^>\).

Q: I expect you now to write down Dyson's equation. I would like to see it earned.

A: The Heisenberg equations are linear:

\[
i\partial_zd=hd+Vc,\qquad i\partial_zc=\epsilon c+V^\dagger d .
\]

Let \(G_{LC}(z,z')=-i\langle T\,c(z)d^\dagger(z')\rangle\). Differentiating the time ordering in \(G\) gives \(i(-i)\{d,d^\dagger\}\) times a delta function on the contour, so

\[
(i\partial_z-h)G=\delta(z,z')+VG_{LC},\qquad (i\partial_z-\epsilon)G_{LC}=V^\dagger G .
\]

There is no delta function in the second equation because \(\{c,d^\dagger\}=0\) at equal times. With \(g\) the Green function of the uncoupled leads, \((i\partial_z-\epsilon)g=\delta\), a solution of the second equation is

\[
G_{LC}(z,z')=\int dz_1\,g(z,z_1)V^\dagger G(z_1,z').
\]

Q: A solution, not the solution. You may add anything obeying the homogeneous equation, and that is just where an initial condition could hide.

A: The state supplies the missing boundary condition. The operator \(c_k\) lowers the occupation of mode \(k\) by one, so \(c_k\hat\rho=e^{-\lambda_k}\hat\rho c_k\). This uses the product form of the state. By cyclicity of the trace, for \(X=d_i^\dagger(z')\),

\[
\langle Xc_k(0)\rangle=\mathrm{Tr}\,[c_k\hat\rho X]=e^{-\lambda_k}\langle c_k(0)X\rangle .
\]

At the start of the contour \(c_k\) stands to the right, and \(G_{LC}(0_+,z')=+i\langle Xc_k\rangle\). At the end it stands to the left, and \(G_{LC}(0_-,z')=-i\langle c_kX\rangle\). Therefore

\[
G_{LC}(0_+,z')=-e^{-\lambda_k}G_{LC}(0_-,z').
\]

The same argument with \(X=c_k^\dagger(z')\) gives this condition for \(g\), and so for the integral above. The difference \(D\) between \(G_{LC}\) and the integral obeys the condition too. But \(D\) solves the homogeneous equation, so it depends on \(z\) through \(e^{-i\epsilon_kt}\) and has equal values at \(0_+\) and \(0_-\). Then \((1+e^{-\lambda_k})D=0\), which forces \(D=0\).

Inserting the result into the equation for \(G\) gives

\[
(i\partial_z-h)G=\delta+\int\Sigma G,\qquad \Sigma(z,z')=Vg(z,z')V^\dagger .
\]

Let \(G_0\) belong to C without leads, \((i\partial_z-h)G_0=\delta\), with the same \(\hat\rho_C\). For C the exchange relation is \(d\hat\rho=e^{-\Lambda}\hat\rho d\), and \(G\) and \(G_0\) both obey \(G(0_+,z')=-e^{-\Lambda}G(0_-,z')\). The difference \(G-G_0-G_0\Sigma G\) solves a homogeneous equation, has equal end values, and is annihilated by \(1+e^{-\Lambda}\), which has an inverse. So

\[
G=G_0+G_0\Sigma G ,
\]

where a product includes an integral over the contour. The preparation sits inside \(G_0\).

Q: A contour equation is not yet an equation for \(G^<\). How do you bring it to real times?

A: Take a product \(P=AB\). To obtain \(P^<(t,t')\), put \(t\) on the forward branch and \(t'\) on the backward branch. An intermediate point \(s\) on the forward branch contributes with \(ds\), and one on the backward branch with \(-ds\):

\[
P^<(t,t')=\int_0ds\left[A^{T}(t,s)B^<(s,t')-A^<(t,s)B^{\bar T}(s,t')\right].
\]

Here \(A^T\) has both arguments on the forward branch and equals \(A^>\) for \(t>s\) and \(A^<\) for \(t<s\), that is, \(A^T=A^<+A^R\). \(B^{\bar T}\) has both on the backward branch, where the earlier time comes later on the contour. It equals \(B^>\) for \(s<t'\) and \(B^<\) for \(s>t'\), that is, \(B^{\bar T}=B^<-B^A\). The terms \(A^<B^<\) cancel:

\[
P^<=A^RB^<+A^<B^A .
\]

With the branches of \(t\) and \(t'\) exchanged, the forward part is \(A^>B^T\) with \(B^T=B^>+B^A\), and the backward part is \(-A^{\bar T}B^>\) with \(A^{\bar T}=A^>-A^R\). Their sum is \(P^>=A^RB^>+A^>B^A\). Subtracting, and using \(A^>-A^<=A^R-A^A\) and the same for \(B\),

\[
P^>-P^<=A^R(B^R-B^A)+(A^R-A^A)B^A=A^RB^R-A^AB^A .
\]

The first product vanishes for \(t<t'\) and the second for \(t>t'\). Hence \(P^R=A^RB^R\) and \(P^A=A^AB^A\).

Apply the rules twice to \(G_0\Sigma G\):

\[
G^R=G_0^R+G_0^R\Sigma^RG^R,
\]

\[
G^<=G_0^<+G_0^R\Sigma^RG^<+G_0^R\Sigma^<G^A+G_0^<\Sigma^AG^A .
\]

From here on products are integrals over real times that start at 0.

Q: The unknown \(G^<\) stands on both sides.

A: Collect it on the left:

\[
(1-G_0^R\Sigma^R)G^<=G_0^<(1+\Sigma^AG^A)+G_0^R\Sigma^<G^A .
\]

The operator on the left has an inverse on any finite interval. Its kernel \(G_0^R\Sigma^R\) is bounded, say by \(M\), and retarded, so the time-ordered integrals in the \(n\)-th term of the series \(1+G_0^R\Sigma^R+\dots\) make that term at most of order \((MT)^n/n!\) on an interval of length \(T\), and the series converges. The retarded equation says \((1-G_0^R\Sigma^R)G^R=G_0^R\). Because

\[
(1-G_0^R\Sigma^R)G_0^R=G_0^R(1-\Sigma^RG_0^R),
\]

we may also write \(G^R=G_0^R(1-\Sigma^RG_0^R)^{-1}\), or \(G^R=G_0^R+G^R\Sigma^RG_0^R\). Now multiply out:

\[
(1+G^R\Sigma^R)(1-G_0^R\Sigma^R)=1+\left(G^R-G_0^R-G^R\Sigma^RG_0^R\right)\Sigma^R=1 .
\]

So \(1+G^R\Sigma^R\) is the required inverse. Acting on \(G_0^R\) it gives \(G^R\). The result is

\[
G^<=G^R\Sigma^<G^A+(1+G^R\Sigma^R)\,G_0^<\,(1+\Sigma^AG^A).
\]

This is the Keldysh equation with its initial-condition term, which I shall call \(I(t,t')\).

Q: I can make \(I\) disappear. The factor \(1+G^R\Sigma^R\) equals \(G^R(G_0^R)^{-1}\), the inverse \((G_0^R)^{-1}\) is \(i\partial_t-h\), and \((i\partial_t-h)G_0^<=0\). So \(I=0\).

A: The last equation holds for \(t>0\), but the integrals begin at \(t=0\). The function on which the inverse acts is \(\theta(t)G_0^<(t,t')\), and

\[
(i\partial_t-h)\,\theta(t)G_0^<(t,t')=i\delta(t)G_0^<(0,t').
\]

The adjoint operation on the second argument produces \(-i\delta(t')\). The two factors multiply to \(\delta(t)\delta(t')\), which leaves a source \(G_0^<(0,0)=i\rho_0\) at the initial moment. Your argument removes the whole term by ignoring that edge.

The same conclusion follows without delta functions. In isolated C, \(d(t)=e^{-iht}d(0)\), so

\[
G_0^<(t,t')=ie^{-iht}\rho_0e^{iht'},\qquad G_0^R(t,0)=-ie^{-iht},\qquad G_0^A(0,t')=ie^{iht'} .
\]

Argument 0 in a retarded or advanced function means the limit from positive times. Since \((-i)(i)(i)=i\),

\[
G_0^<(t,t')=G_0^R(t,0)\,[i\rho_0]\,G_0^A(0,t'),
\]

a product of matrices at fixed times, with no integral. The factor \(1+G^R\Sigma^R\) turns \(G_0^R(t,0)\) into \(G^R(t,0)\), and the adjoint relation treats the right side:

\[
I(t,t')=G^R(t,0)\,[i\rho_0]\,G^A(0,t').
\]

Q: So the preparation is carried forward by the full retarded function. Can you write that function down?

A: Let \(H\) be the one-particle matrix of C and leads together. All operators evolve linearly with \(e^{-iHt}\), and \(\{d(t),d^\dagger(0)\}\) is the block of \(e^{-iHt}\) that begins and ends in C:

\[
G^R(t,0)=-iu(t),\qquad u(t)=\left[e^{-iHt}\right]_{CC},\qquad I(t,t')=i\,u(t)\rho_0u^\dagger(t').
\]

At equal times \(I\) adds \([u\rho_0u^\dagger]_{ii}\) to the occupation of orbital \(i\). For one orbital this is the initial occupation times the probability \(|u|^2\) that a particle placed there is found there at time \(t\).

Q: That is simple enough to make me suspicious of the long route. Is there a short check?

A: Write \(d(t)=u(t)d(0)+w(t)c(0)\), where \(w\) is the block of \(e^{-iHt}\) from the leads to C. Then

\[
G^<(t,t')=i\,u(t)\rho_0u^\dagger(t')+i\,w(t)f\,w^\dagger(t'),
\]

because a product state with even factors has no average of the type \(\langle c^\dagger d\rangle\). The first term is \(I\), so the second must be \(G^R\Sigma^<G^A\). This form also shows what each assumption does. The Gaussian form of \(\hat\rho_C\) served the contour derivation, but for this quadratic Hamiltonian \(\rho_0\) alone enters. If C and the leads were correlated at \(t=0\), there would be two further terms, with \(\langle c^\dagger d\rangle\) and its conjugate.

The numerical check compares the two parts separately, at unequal times, for two orbitals and two leads. One side solves the retarded Dyson equation on a time grid and forms the integrals; the other diagonalizes \(H\). On a grid of 400 steps from 0 to 4, in units of the inverse lead hopping, and over all pairs of times \(t,t'\) between 1 and 4, the largest absolute differences are \(2.5\times10^{-5}\) for the lead term and \(6\times10^{-6}\) for the initial term, for functions whose elements do not exceed 1 in modulus. Both fall fourfold when the time step is halved, as they should for the trapezoidal rule.

Q: And if the particles in C interact?

A: The passage from \(G=G_0+G_0\Sigma G\) to the Keldysh equation used the real-time rules and the fact that \(G_0^R\Sigma^R\) is a bounded retarded kernel, which remains true if \(\Sigma\) also has a bounded time-local part such as a Hartree–Fock potential. It therefore applies to any self-energy for which that contour equation holds from \(t=0\). The expression of \(u\) through a one-particle matrix \(H\) does not carry over, and what follows is restricted to the quadratic Hamiltonian.

## Second half: what remains at long times

Q: Before we go on, remind me what we have.

A: C has one-particle matrix \(h\) and is coupled by \(V\) to leads from \(t=0\). \(H\) is the one-particle matrix of everything. \(\rho_0\) is the initial density matrix of C, and \(f\) denotes the initial lead occupations. With \(u(t)=[e^{-iHt}]_{CC}\) and \(G^R(t,0)=-iu(t)\),

\[
G^<=G^R\Sigma^<G^A+I,\qquad I(t,t')=i\,u(t)\rho_0u^\dagger(t').
\]

Time integrals begin at 0, \(\hbar=1\), and \(\Sigma=VgV^\dagger\) with \(g\) the Green function of the uncoupled leads.

Q: A particle put into C leaks into infinite leads and does not return. Surely \(I\) dies.

A: That depends on the eigenstates of \(H\). Some may be normalizable; call them bound states, with energies \(\varepsilon_b\). Normalize each over the complete system and let \(\varphi_b\) be the part that lies on C. I assume that the rest of the spectrum is absolutely continuous, which means that its weight on C is an integrable density \(B(\omega)\). Then

\[
u(t)=\sum_b\varphi_b\varphi_b^\dagger e^{-i\varepsilon_bt}+\int d\omega\,B(\omega)e^{-i\omega t}.
\]

By the Riemann–Lebesgue lemma the Fourier integral of an integrable function tends to zero. Your leaking particle is the second term. If no bound state has weight on C, \(u\to0\) and \(I\to0\) for every \(\rho_0\).

Q: That shows that survival needs bound states. Could several of them cancel one another in the long run?

A: Not permanently. Group states of equal energy into \(P_\varepsilon=\sum_{b:\varepsilon_b=\varepsilon}\varphi_b\varphi_b^\dagger\). In the long-time average of \(\mathrm{Tr}\,u\rho_0u^\dagger\), the factors \(e^{-i(\varepsilon-\varepsilon')t}\) leave the terms with \(\varepsilon=\varepsilon'\), and the decaying part drops out:

\[
\overline{\mathrm{Tr}\,u\rho_0u^\dagger}=\sum_\varepsilon\mathrm{Tr}\,P_\varepsilon\rho_0P_\varepsilon .
\]

The sums converge because the total bound weight on C is at most its number of orbitals. Each term is non-negative. It vanishes when \(\sqrt{\rho_0}P_\varepsilon=0\), and then

\[
0=\mathrm{Tr}\sqrt{\rho_0}P_\varepsilon\sqrt{\rho_0}=\sum_{b:\varepsilon_b=\varepsilon}\|\sqrt{\rho_0}\varphi_b\|^2 ,
\]

so \(\rho_0\varphi_b=0\) for each of these states. Thus \(I\) survives if and only if some bound state has \(\rho_0\varphi_b\neq0\). For a completely filled C, \(\rho_0=1\), any bound state with weight on C is enough.

We have derived the Keldysh equation with its initial-condition term \(I\) and shown that, for the quadratic Hamiltonian and with the rest of the spectrum absolutely continuous, \(I\) survives at long times if and only if some bound state has \(\rho_0\varphi_b\neq0\). It remains to find the bound states in explicit examples, to see how \(I\) decays or persists there, and to examine what memory the lead term \(G^R\Sigma^<G^A\) keeps.
